\section*{Zincblende reference and proper piezoelectric constants at nitride interfaces}

\section*{Question}

I want the bound charge at a coherent (0001) interface between two wurtzite nitrides, one of them strained to the in-plane lattice constant of the other. My spontaneous polarizations are differences from zincblende, and my piezoelectric constants are the proper ones. I have been told that these cannot be combined as they stand: zincblende has a nonzero formal polarization, which depends on the cell area, so a strain-dependent interface term has to be added. Is that right, and what is the term?

\section*{Answer}

The premise is correct, but the conclusion is not. Zincblende does have a formal polarization that changes with area. But proper piezoelectric constants describe changes of the polarization times the cell area, and in that product the zincblende value is a fixed number, which cancels at the interface. With proper constants, adding the term therefore spoils the result. It is needed when the constants are improper and refer to the full formal polarization, on the branch where unstrained zincblende has the reduced value $3/4$ derived below.

\subsection*{Interface charge from reduced polarizations}

I use atomic units in the algebra, so $e=1$. Let $P$ be the formal polarization (ions plus electronic Berry phase) along the upward $c$ axis, oriented so that the axial bond runs from a cation up to an anion. Let $A$ be the in-plane cell area. The reduced polarization $f=PA$ is defined up to an integer, because moving a unit charge by a lattice vector changes nothing physical.

At a coherent interface both crystals have the same area $A_s$. Integrating the bound charge density $-\partial P/\partial z$ across it gives
\begin{equation}
\sigma=P_{\rm l}-P_{\rm u}=\frac{f_{\rm l}-f_{\rm u}}{A_s},
\label{sigma}
\end{equation}
where l and u mean lower and upper. This is the bound charge at zero macroscopic field. It requires an insulating interface with intact bonding, and both $f$ must lie on the same branch.

The branch follows from the ionic limit, with charges $\pm3$. Let $h$ be the spacing of cation planes and $w$ the height of an anion above its cation. Wurtzite has $h=c/2$, $w=uc$ and two pairs per cell. Since $P$ is the cell dipole divided by $Ac$,
\begin{equation}
f=\frac{3(0+\tfrac c2)-3(uc+\tfrac c2+uc)}{c}+3=3-6u=3-\frac{3w}{h}.
\label{ionic}
\end{equation}
The added integer 3 is the same on both sides of the interface, so it does not affect $\sigma$.

To see that no further integer enters, add up the ionic charge from below. The sum is $+3$ between a cation plane and its anion plane and zero up to the next cation, so its mean is $3w/h=3-f$. The mean in the upper crystal minus that in the lower one is $f_{\rm l}-f_{\rm u}$, as in (\ref{sigma}). If covalency is switched on without closing the gap, the branch follows continuously.

\subsection*{The two references}

In the layered hexagonal structure, $u=1/2$, each anion lies in a cation plane. Inversion symmetry requires $f=-f$ modulo 1, hence $f=0$ or $1/2$, and (\ref{ionic}) selects $f=0$.

For zincblende, write $\mathbf P=\sum_i p_i\mathbf a_i/\Omega$ with the primitive vectors $\mathbf a_1=\frac{a_0}{2}(0,1,1)$, $\mathbf a_2=\frac{a_0}{2}(1,0,1)$, $\mathbf a_3=\frac{a_0}{2}(1,1,0)$. The threefold axis makes all $p_i$ equal to one number $p$. A twofold rotation about $z$ sends $\mathbf a_1\to\mathbf a_2-\mathbf a_3$, $\mathbf a_2\to\mathbf a_1-\mathbf a_3$ and $\mathbf a_3\to-\mathbf a_3$, so
\begin{equation}
p(\mathbf a_1+\mathbf a_2+\mathbf a_3)\to p(\mathbf a_1+\mathbf a_2-3\mathbf a_3).
\end{equation}
The two sides may differ only by a lattice vector, so $4p$ is an integer. Each $\mathbf a_i$ has the component $h$ along $[111]$, and $\Omega=Ah$. Therefore $f=3p$ modulo 1, a multiple of $1/4$. Such a value cannot drift while the gap stays open. The ionic limit has $w/h=3/4$, so
\begin{equation}
f_{\rm zb}=3-\frac94=\frac34,\qquad P_{\rm ref}(A)=\frac{3}{4A}.
\label{zb}
\end{equation}
The number $3/4$ is common to unstrained III--V zincblende crystals connected to this ionic limit; only the area differs.

\subsection*{Where the area dependence goes}

Let the upper crystal have relaxed area $A_0$ and formal polarization $P_0$. Apply an equal biaxial strain $\epsilon_1$ and a strain $\epsilon_3$ along $c$, so that $A=A_0(1+\epsilon_1)^2$. The proper constants describe the charge that flows through the crystal per cell, that is, the change of $f$:
\begin{equation}
2e_{31}=\frac1{A_0}\frac{\partial f}{\partial\epsilon_1},\qquad
e_{33}=\frac1{A_0}\frac{\partial f}{\partial\epsilon_3}.
\end{equation}
The improper constant is the derivative of $P=f/A$ itself. At zero strain $\partial A/\partial\epsilon_1=2A_0$, hence
\begin{equation}
2e_{31}^{\rm imp}=\frac1{A_0}\frac{\partial f}{\partial\epsilon_1}-\frac{f}{A_0^2}\,2A_0
\quad\Rightarrow\quad e_{31}^{\rm imp}=e_{31}-P_0 .
\label{imp}
\end{equation}
The constant $e_{33}$ is the same in both forms, because $\epsilon_3$ leaves $A$ unchanged.

Now define the zincblende-referenced polarization $\Delta P=(f-\tfrac34)/A$. In (\ref{sigma}) the two numbers $3/4$ cancel, since both are divided by the same $A_s$. With $L=2e_{31}\epsilon_1+e_{33}\epsilon_3$, the linear form $f_{\rm u}=A_0(P_0+L)$, and a relaxed lower crystal as substrate,
\begin{equation}
\sigma=\Delta P_{\rm l}-\frac{A_0}{A_s}\left(\Delta P_0+L\right).
\label{right}
\end{equation}
Your recipe is this expression with $A_0/A_s$ replaced by 1:
\begin{equation}
\sigma\simeq\Delta P_{\rm l}-\Delta P_0-2e_{31}\epsilon_1-e_{33}\epsilon_3 .
\label{simple}
\end{equation}

The choices can be compared through the error each makes in the strained layer's polarization. To first order $A_0/A_s=1-2\epsilon_1$, and $\epsilon_1L$ is of second order.
\begin{align}
\text{zincblende, proper:}\quad &(\Delta P_0+L)-(1-2\epsilon_1)(\Delta P_0+L)\simeq 2\epsilon_1\Delta P_0,\nonumber\\
\text{hexagonal, proper:}\quad &(P_0+L)-(1-2\epsilon_1)(P_0+L)\simeq 2\epsilon_1P_0,\nonumber\\
\text{zincblende, improper:}\quad &2\epsilon_1\Delta P_0-2\epsilon_1P_0=-2\epsilon_1P_{\rm ref}(A_0).\nonumber
\end{align}
The last line uses (\ref{imp}), which adds $-2\epsilon_1P_0$ to $L$. The hexagonal reference with improper constants has no first-order error, because it is the Taylor expansion of $P$. The first error is small when $\Delta P_0$ is small, although the dropped term $2\epsilon_1L$ can then exceed it (in the model below it is about twice as large); the next two are much larger, because they contain the whole formal polarization of wurtzite and of zincblende, respectively.

The term you were told about is $P_{\rm ref}(A_s)-P_{\rm ref}(A_0)\simeq-2\epsilon_1P_{\rm ref}(A_0)$. It repairs the third choice, provided $P_0$ in (\ref{imp}) lies on the branch where $f_{\rm zb}=3/4$. On a branch shifted by an integer $n$, $e_{31}^{\rm imp}$ changes by $-n/A_0$ and $3/4$ in the term must be replaced by $3/4+n$. A constant formed as $e_{31}-\Delta P_0$ belongs to the Taylor expansion of $\Delta P$ and needs no term. Added to the first, it turns (\ref{simple}) into $P_{\rm l}-P_0-L$, which is the faulty second choice.

For lattice-matched crystals $\epsilon_1=0$ and $A_s=A_0$. The reference term vanishes and all these choices agree.

\subsection*{A model interface with its charge counted}

The following numbers are for two unnamed model compounds, not real nitrides. They are described by an $sp^3$ tight-binding model with cation--anion hopping, eight electrons per pair and equal bond lengths. The lower crystal is relaxed at $a=3.20$ \AA; the upper one has $a=3.12$ \AA. Thus $\epsilon_1=3.20/3.12-1=0.0256$, and $\epsilon_3=-0.0128$ is prescribed. Self-consistent fields and intra-atomic dipoles are left out.

The gap cannot close in this model. On the space of anion orbitals the energy expectation is at most $-14$ eV, and on that of cation orbitals at least $-11$ eV. By the variational principle there are as many states at or below $-14$ eV as anion orbitals and as many at or above $-11$ eV as cation orbitals, whatever the hopping strength. The branch is therefore that of the ionic limit, also at the interface.

The interface charge was obtained without any polarization formula, by diagonalizing a superlattice, adding up its atomic charges and comparing the period-averaged enclosed charge inside the two halves. It is $0.04748\,e$ per cell. The bulk Berry phases predict $f_{\rm l}-f_{\rm u}=0.74881-0.70133=0.04748$. Division by $A_s=8.868$ \AA$^2$ gives
\begin{equation}
\sigma=0.00535\ e/\text{\AA}^2=0.086\ \mathrm{C/m^2}.
\end{equation}
With both crystals strained to $3.16$ \AA, counting and Berry phases again agree, at $0.0441\,e$ per cell.

For the recipes, the upper crystal has $e_{31}=-0.04845$, $e_{33}=0.09390$ and $P_0=0.08709$, all in $e/$\AA$^2$. Equation (\ref{imp}) then gives $e_{31}^{\rm imp}=-0.13554$ in the same unit, and
\begin{equation}
L=2(-0.04845)(0.02564)+0.09390(-0.01282)=-0.00369\ e/\text{\AA}^2 .
\end{equation}
With $\Delta P_{\rm l}=-0.00013$ and $\Delta P_0=-0.00188$, your recipe (\ref{simple}) yields $-0.00013+0.00188+0.00369$, about $0.0054$. The four choices are, in $e/$\AA$^2$:
\begin{center}
\begin{tabular}{lcc}
reference, constants & $\sigma$ & error\\
zincblende, proper & 0.00543 & $+0.00008$\\
hexagonal, improper & 0.00551 & $+0.00015$\\
hexagonal, proper & 0.00104 & $-0.00432$\\
zincblende, improper & 0.00990 & $+0.00454$
\end{tabular}
\end{center}
Relative to the counted charge, the last two are about 81\% too low and 85\% too high. The reference term is $-0.00439$. Added to the last line it gives $0.00551$, the second line. Added to the first line it gives $0.00104$, the third.

Restoring the area factor, as in (\ref{right}), gives $0.00516$, with an error of $-0.00020$. This is larger than that of the simpler recipe. The remaining error of (\ref{right}) comes from the curvature of $f$ with strain. Dropping the factor changes $\sigma$ by $-(1-A_0/A_s)(\Delta P_0+L)=-0.049\times(-0.0056)=+0.00027$, which here happens to outweigh it slightly and leaves a small error of the opposite sign. The very small error in the first line is thus partly a cancellation. It depends on the curvature of $f$, a property of the material, so it cannot be counted on for other crystals.

\subsection*{What can still go wrong with the reference}

The quantity $\Delta P$ has a direct meaning. At a junction of zincblende below wurtzite, both of one compound and with equal area, (\ref{sigma}) gives $\sigma=-\Delta P$, provided the zincblende part is exactly cubic, as it is made here by isotropic scaling. In a real coherent junction with any misfit the zincblende part is strained biaxially, its $f$ departs from $3/4$, and its piezoelectric charge enters $\sigma$ as well. For the upper compound the counted charge is $0.0158\,e$ per cell, and $-0.0158/8.430=-0.0019\ e/$\AA$^2$ is its $\Delta P_0$.

The equal area matters. If the cubic crystal is computed with an in-plane spacing larger by a fraction $\eta$, subtracting polarizations leaves a spurious
\begin{equation}
\frac34\left(\frac1{A_0}-\frac1{A_0(1+\eta)^2}\right)\simeq2\eta P_{\rm ref}(A_0).
\end{equation}
For $\eta=0.005$ this is $0.0009\ e/$\AA$^2$, nearly half of $|\Delta P_0|$. The cure is to subtract the reduced values $f$ and divide by the wurtzite area afterwards.

The reference must also remain the fixed number $3/4$. A strained cubic crystal has a piezoelectric response of its own: under the strain of the upper layer its $f$ is $0.719$. Using that value for the upper crystal and $3/4$ for the lower one would shift $\sigma$ by $-(0.750-0.719)/8.868=-0.0035\ e/$\AA$^2$.

The cancellation of the references also needs equal ionic valence $Z$ on both sides, since the ionic limit gives $f_{\rm zb}=Z(1-\tfrac34)=Z/4$. If misfit dislocations relax the strain, the common cell area is lost. A metallic interface, or one with missing or extra atoms, carries charge that bulk polarizations alone do not determine.

For your data, then, use (\ref{simple}) with no added term, or (\ref{right}) to keep the area factor, after checking that $\Delta P$ was formed at equal area and against an undistorted cubic crystal, that is, against $f=3/4$. The two forms differ by about $2\epsilon_1(\Delta P_0+L)$, 5\% of $\sigma$ in the model. Where a difference of this size matters, the curvature of $f$ can matter as much, and it is safer to compute $f$ of the strained layer and use (\ref{sigma}). The full set of values is in the numerical output below.

\section*{Calculated quantities}
\begin{verbatim}
INPUT (A = angstrom)
lower: a = 3.20 A, c/a = 1.63, cation s, p = -11, -5 eV
upper: a = 3.12 A, c/a = 1.60, cation s, p = -10, -4 eV
anion s, p = -26, -14 eV
hopping factors ss, sp, pp-sigma, pp-pi = -1.4, 1.4, 2.2, -0.6
hbar^2/m = 7.6200 eV A^2
strain eps1 = 0.02564, eps3 = -0.01282
cell area: common 8.8681 A^2, upper relaxed 8.4302 A^2
REDUCED POLARIZATION f (no unit)
zincblende, lower and upper compound: 0.75000, 0.75000
layered hexagonal, upper compound: 0.00000
wurtzite lower relaxed: 0.74881
wurtzite upper relaxed: 0.73418
wurtzite upper strained: 0.70133
zincblende upper strained: 0.71858
POLARIZATION AND CONSTANTS
formal P lower, upper relaxed: 0.08444, 0.08709 e/A^2
zb-referenced lower, upper: -0.00013, -0.00188 e/A^2
upper e31 proper: -0.04845 e/A^2
upper e31 improper: -0.13554 e/A^2
upper e33: 0.09390 e/A^2
ERROR OF LAYER POLARIZATION PER UNIT eps1
hexagonal + proper: 0.17419 e/A^2
zincblende + proper: -0.00375 e/A^2
zincblende + improper: -0.17793 e/A^2
COUNTED INTERFACE CHARGE PER CELL (e), THEN BULK PREDICTION
strained on relaxed: 0.04748, 0.04748
both strained to 3.16 A: 0.04408, 0.04408
zincblende below wurtzite: 0.01582, 0.01582
superlattice gap: 8.105 eV
INTERFACE CHARGE DENSITY AND RECIPE ERRORS
counted: 0.00535 e/A^2 = 0.0858 C/m^2
zincblende + proper: 0.00543, error +0.00008 e/A^2
same, with area factor: 0.00516, error -0.00020 e/A^2
hexagonal + improper: 0.00551, error +0.00015 e/A^2
hexagonal + proper: 0.00104, error -0.00432 e/A^2
zincblende + improper: 0.00990, error +0.00454 e/A^2
reference term P_ref(lower)-P_ref(upper): -0.00439 e/A^2
UNEQUAL-AREA TRAP (cubic in-plane spacing 0.5% larger)
zb-referenced upper becomes -0.00099 e/A^2
spurious part: 0.00088 e/A^2
\end{verbatim}
